# The Demko–Moss–Smith Decay Bound for Inverses of Banded Positive Definite Matrices

## Result

Let $A$ be a Hermitian $N\times N$ matrix with half-bandwidth $m\ge 1$, meaning that $A_{ij}=0$ for $|i-j|>m$. Let all its eigenvalues lie in an interval $[a,b]$ with $0<a<b$. Define

$$\kappa=\frac ba,\qquad s=\sqrt\kappa,\qquad q=\frac{s-1}{s+1},\qquad C_0=\frac{(1+s)^2}{2b}. \tag{1}$$

Then, with $\lceil x\rceil$ the smallest integer not below $x$,

$$|(A^{-1})_{ij}|\le C_0\,q^{\lceil |i-j|/m\rceil}\le C_0\,q^{|i-j|/m}\quad(i\ne j),\qquad |(A^{-1})_{ii}|\le\frac1a. \tag{2}$$

The single constant $C=\max(C_0,1/a)$ therefore gives $|(A^{-1})_{ij}|\le C\,q^{|i-j|/m}$ for all entries.

The constants depend on $a$ and $b$ but not on $N$. This uniformity is the content of the statement: the entries of any one finite matrix can be bounded by any geometric law if the prefactor may be chosen afterwards. If $a$ and $b$ are the extreme eigenvalues, $\kappa$ is the condition number. A wider interval is also allowed. It cannot lower the bound $1/a$ or the first bound in (2), which is shown below to be a best approximation error. The forms with exponent $|i-j|/m$ can fall for $|i-j|<m$, because $C_0$ decreases as $b$ grows, but they stay above the first bound. For a family of growing matrices, the independence of $N$ is useful only if one interval encloses all their spectra. If all eigenvalues coincide, $A$ is a multiple of the identity and its inverse is diagonal.

The number $m$ counts the nonzero diagonals on one side of the main diagonal. If a width $w=2m$ is used instead, the exponent $|i-j|/m$ reads $2|i-j|/w$.

In electronic-structure work $A$ may be the overlap matrix $S$ of localized basis functions $\phi_j$. The dual functions $\tilde\phi_i=\sum_j\phi_j(S^{-1})_{ji}$ then have coefficients that decay with index distance. Another case is $A=H-E$, with $H$ a banded Hamiltonian in an orthonormal basis and $E$ a real energy below its spectrum. The bound then limits how slowly the entries of the resolvent can decay; the actual decay may be faster.

## From matrix entries to polynomial approximation

**Powers of $A$ have limited bandwidth.** The matrix $A^k$ has half-bandwidth at most $km$. This holds for $k=0$, since $A^0$ is the identity. If it holds for $k$, then in

$$(A^{k+1})_{ij}=\sum_l (A^k)_{il}A_{lj}$$

a nonzero term needs $|i-l|\le km$ and $|l-j|\le m$, hence $|i-j|\le (k+1)m$. A polynomial $p$ of degree at most $n$ therefore satisfies

$$p(A)_{ij}=0\quad\text{for } |i-j|>nm. \tag{3}$$

**An entry is bounded by the norm.** For unit vectors $e_i,e_j$ of the index basis, the Cauchy–Schwarz inequality gives $|M_{ij}|=|e_i^\dagger Me_j|\le\|M\|$, where $\|M\|$ is the largest factor by which $M$ stretches a vector. Since $A$ is Hermitian, it has an orthonormal eigenbasis. In that basis $A^{-1}-p(A)$ is diagonal with entries $1/\lambda-p(\lambda)$, where $\lambda$ runs over the eigenvalues. For $|i-j|>nm$ we may subtract the zero in (3), so that

$$|(A^{-1})_{ij}|=|(A^{-1}-p(A))_{ij}|\le\|A^{-1}-p(A)\|\le\max_{a\le x\le b}\left|\frac1x-p(x)\right|. \tag{4}$$

The problem is now scalar: find a polynomial of degree $n$ that is close to $1/x$ on $[a,b]$.

## The approximating polynomial

**Change of variable.** Map $[a,b]$ to $[-1,1]$ by

$$x=\frac{a+b}2+\frac{b-a}2\,t=\frac{b-a}2\,(t+t_0),\qquad t_0=\frac{b+a}{b-a}=\frac{\kappa+1}{\kappa-1}. \tag{5}$$

The point $x=0$, where $1/x$ is singular, corresponds to $t=-t_0$. From (1),

$$q+\frac1q=\frac{(s-1)^2+(s+1)^2}{(s+1)(s-1)}=\frac{2(\kappa+1)}{\kappa-1}=2t_0. \tag{6}$$

Write $t=\cos\theta$ and $z=e^{i\theta}$ with $0\le\theta\le\pi$. Because $q$ is real,

$$|1+qz|^2=1+q^2+2q\cos\theta=2q(t_0+t), \tag{7}$$

where (6), multiplied by $q$, was used for $1+q^2=2qt_0$.

**A function bounded by one.** Consider

$$r_n(\theta)=\operatorname{Re}\left[z^n\,\frac{z+q}{1+qz}\right]. \tag{8}$$

On the unit circle $|z+q|=|z|\,|1+q\bar z|=|1+qz|$. The bracket has modulus one, so $|r_n|\le1$. To see the connection with polynomials, multiply numerator and denominator by $1+q\bar z=1+q/z$. The denominator becomes (7), and the numerator contains

$$(z+q)\left(1+\frac qz\right)=z+2q+\frac{q^2}z. \tag{9}$$

After multiplication by $z^n$, the real part consists of cosines. With the Chebyshev polynomials $T_k(\cos\theta)=\cos k\theta$, this reads

$$r_n=\frac{N_n(t)}{2q(t+t_0)},\qquad N_n=T_{n+1}+2q\,T_n+q^2\,T_{|n-1|}. \tag{10}$$

The absolute value in the last index matters for $n=0$, where $\cos(-\theta)=T_1(t)$. Thus $N_n$ is a polynomial of degree $n+1$ in $t$, and $|N_n(t)|\le 2q(t+t_0)$ on $[-1,1]$.

**Its value at $x=0$.** The identity $T_k\big(\tfrac12(w+1/w)\big)=\tfrac12(w^k+w^{-k})$ holds for $w=e^{i\theta}$. Both sides are finite sums of powers of $w$, so it holds for every $w\ne0$. With $w=-q$ and (6),

$$T_k(-t_0)=\frac{(-1)^k}2\,(q^k+q^{-k}). \tag{11}$$

The right side is even in $k$, so (11) may be used with $k=n-1$ even when $n=0$. Inserting it in (10), and taking out the common sign $(-1)^{n+1}$, gives

$$N_n(-t_0)=\frac{(-1)^{n+1}}2\Big[q^{n+1}+q^{-n-1}-2q^{n+1}-2q^{1-n}+q^{n+1}+q^{3-n}\Big].$$

The three terms in $q^{n+1}$ cancel. The others have the common factor $q^{-n-1}$:

$$N_n(-t_0)=\frac{(-1)^{n+1}}{2q^{n+1}}\,(1-2q^2+q^4)=\frac{(-1)^{n+1}(1-q^2)^2}{2q^{n+1}}. \tag{12}$$

This is nonzero because $0<q<1$.

**The polynomial and its error.** Define

$$p_n(x)=\frac1x\left[1-\frac{N_n(t)}{N_n(-t_0)}\right]. \tag{13}$$

The bracket is a polynomial of degree $n+1$ in $x$ that vanishes at $x=0$. Division by $x$ leaves a polynomial of degree $n$. By (5), (10) and (13),

$$\frac1x-p_n(x)=\frac{N_n(t)}{x\,N_n(-t_0)}=\frac{2}{b-a}\,\frac{2q\,r_n(\theta)}{N_n(-t_0)}. \tag{14}$$

The factor $t+t_0$ has cancelled, so the error is a constant times $r_n$. At $\theta=0$ we have $z=1$ and $r_n=1$, so the bound $|r_n|\le1$ is attained. With (12), the maximum error is

$$E_n=\frac{4q}{b-a}\,\frac{2q^{n+1}}{(1-q^2)^2}=\frac{8q^{n+2}}{(b-a)(1-q^2)^2}. \tag{15}$$

To express this through $s$, use

$$1-q^2=\frac{(s+1)^2-(s-1)^2}{(s+1)^2}=\frac{4s}{(s+1)^2},\qquad b-a=a(s-1)(s+1).$$

Separate one factor $q=(s-1)/(s+1)$ from $q^{n+2}$:

$$E_n=q^{n+1}\,\frac{8(s-1)}{s+1}\,\frac{(s+1)^4}{16s^2}\,\frac1{a(s-1)(s+1)}=q^{n+1}\,\frac{(s+1)^2}{2as^2}=C_0\,q^{n+1}, \tag{16}$$

since $as^2=b$. As a check, $n=0$ gives $E_0=(s^2-1)/(2b)=\tfrac12(1/a-1/b)$. This is half the range of $1/x$ on the interval, as it must be for the best constant.

## Completion of the proof

For $i\ne j$ choose $n=\lceil|i-j|/m\rceil-1$. Then $n\ge0$ and

$$nm<|i-j|\le(n+1)m.$$

The left inequality permits the use of (4) with $p=p_n$, which gives $|(A^{-1})_{ij}|\le E_n=C_0q^{n+1}$. This is the first bound in (2). The second follows from $n+1\ge|i-j|/m$ and $q<1$.

On the diagonal no polynomial is removed by (3). There we use $|(A^{-1})_{ii}|\le\|A^{-1}\|\le1/a$, which completes the proof.

The separate diagonal constant is needed. From (1), $C_0<1/a$ is equivalent to $(1+s)^2<2s^2$, hence to $s>1+\sqrt2$, or $\kappa>3+2\sqrt2\approx5.83$. The matrix $\operatorname{diag}(1,9)$ has $C_0=16/18\approx0.889$, while its inverse has a diagonal entry equal to 1.

## What can and cannot be improved

**The polynomial is optimal.** By (9), the imaginary part of $(z+q)/(1+qz)$ is $(1-q^2)\sin\theta/|1+qz|^2$. It is positive for $0<\theta<\pi$. The phase of this fraction therefore goes from $0$ at $\theta=0$ to $\pi$ at $\theta=\pi$. Including $z^n$, the phase in (8) goes continuously from $0$ to $(n+1)\pi$. It passes through the multiples $0,\pi,\dots,(n+1)\pi$ at successive points, where $r_n=1,-1,1,\dots$. The error (14) thus takes the values $\pm E_n$ with alternating signs at $n+2$ points.

Suppose that a polynomial $p$ of degree at most $n$ had a maximum error below $E_n$. Then

$$p-p_n=\left(\frac1x-p_n\right)-\left(\frac1x-p\right)$$

would have the sign of the first bracket at all $n+2$ points. It would have at least $n+1$ zeros between them without being identically zero, which is impossible for degree at most $n$. No other choice of polynomial improves the last expression in (4).

**The ratio is optimal.** Optimality of $p_n$ does not by itself show that matrix entries can decay this slowly. An example does. Let $A$ have diagonal entries $c=q+1/q$ with $0<q<1$, entries $-1$ at distance $m$, and zeros elsewhere. For any vector $v$,

$$v^\dagger Av=c\,\|v\|^2-2\operatorname{Re}\sum_j\bar v_jv_{j+m}.$$

By the Cauchy–Schwarz inequality the last term is at most $2\|v\|^2$ in size. The spectrum therefore lies in $[c-2,c+2]$ for every $N$. With

$$a=c-2=\frac{(1-q)^2}q,\qquad b=c+2=\frac{(1+q)^2}q,$$

we find $s=(1+q)/(1-q)$ and $(s-1)/(s+1)=q$. The $q$ in the matrix is thus the $q$ of the theorem.

The matrix splits into $m$ uncoupled chains with nearest-neighbour coupling. For a chain of $L$ sites, set $u_j=q^{-j}-q^j$ and $v_l=u_{L+1-l}$. Both sequences satisfy $cu_j=u_{j-1}+u_{j+1}$, and $u_0=v_{L+1}=0$. The inverse of the chain matrix is

$$G_{jl}=\frac{u_jv_l}{u_1u_{L+1}}\quad(j\le l),\qquad G_{lj}=G_{jl}. \tag{17}$$

Away from $j=l$ the recurrence gives zero when the chain matrix acts on column $l$ of $G$. At $j=l$ it gives

$$\frac{cu_lv_l-u_{l-1}v_l-u_lv_{l+1}}{u_1u_{L+1}}=\frac{u_{l+1}v_l-u_lv_{l+1}}{u_1u_{L+1}}.$$

The recurrence also shows that $u_{l+1}v_l-u_lv_{l+1}=u_lv_{l-1}-u_{l-1}v_l$, so this numerator does not depend on $l$. At $l=L$ it equals $u_{L+1}v_L=u_{L+1}u_1$, and the quotient is 1, as required.

When both sites are far from the ends, the growing powers dominate each factor in (17). For a separation of $k$ chain sites, which is an index distance $km$ in $A$,

$$G_{j,j+k}\longrightarrow\frac{q^k}{q^{-1}-q}=\frac{q^{k+1}}{1-q^2}. \tag{18}$$

Here $b-a=4$, so (15) and (16) give $C_0=2q/(1-q^2)^2$. The entry is the fixed fraction $(1-q^2)/2$ of the bound $C_0q^k$. A bound with a smaller ratio and a prefactor independent of $N$ would fail for large $k$ in a long enough chain.

For $c=2.5$ and $m=3$ the values are $\kappa=9$, $q=0.5$ and $C_0=1.778$. In a matrix of 183 sites, the central entry at distance $5m=15$ is 0.02083 and the bound is 0.05556. Their quotient is 0.375, in agreement with $(1-0.25)/2$.

## Limiting cases and conditions

For $\kappa$ close to 1, $s-1\approx(\kappa-1)/2$ and $q\approx(\kappa-1)/4$. The inverse then differs from a multiple of the identity by at most $E_0=(\kappa-1)/(2b)$ in norm. For large $m$ the summed moduli of the off-diagonal entries in a row can still exceed the diagonal entry. For large $\kappa$,

$$\ln\frac1q=\ln\frac{1+1/s}{1-1/s}\approx\frac2{\sqrt\kappa},$$

so the bound falls by a factor $e$ over an index distance of about $m\sqrt\kappa/2$. For an overlap matrix, near linear dependence of the basis makes $a$ small and this guaranteed range long. The smallest eigenvalue can also fall considerably as the system grows. For a hydrogen chain with spacing 1.8 bohr and normalized cc-pVDZ functions it is about $2\times10^{-4}$, $4\times10^{-5}$ and $2\times10^{-5}$ for 10, 20 and 40 atoms, and it then levels off near $1.6\times10^{-5}$ for 80 and 160 atoms. With aug-cc-pVDZ it is about $2\times10^{-9}$ for 10 atoms and $2\times10^{-14}$ for 20 atoms, and it reaches the level of double-precision rounding errors at 40 atoms. The bound is then of no practical use. Particular matrices may still have inverses that decay faster.

Positive definiteness enters through $a>0$. If an interval contains zero, $1/x$ is unbounded on it and (4) gives nothing. A resolvent at an energy inside a spectral gap has eigenvalues on both sides of zero. Then (2) does not apply to $A=H-E$ directly. It does apply to $A^2$, which is positive definite with half-bandwidth $2m$, and since $A$ is banded, $A^{-1}=A\,(A^2)^{-1}$ inherits a geometric bound with the ratio belonging to $A^2$. Hermiticity enters through the orthonormal eigenbasis: for a general non-Hermitian matrix, the error on the eigenvalues does not bound the norm in (4).

An overlap matrix is often banded only after small entries have been dropped. Write $S=S_m+\Delta$ with $S_m$ banded, $S\ge a$ and $\|\Delta\|<a$. Then $v^\dagger S_mv\ge(a-\|\Delta\|)\|v\|^2$, so $S_m$ is positive definite and the theorem applies to it. The identity $S^{-1}-S_m^{-1}=-S^{-1}\Delta S_m^{-1}$ gives

$$\|S^{-1}-S_m^{-1}\|\le\frac{\|\Delta\|}{a(a-\|\Delta\|)}. \tag{19}$$

This quantity must be added to the bound for the entries of $S^{-1}$. It does not decay with distance.

In two or three dimensions a single index order may give a large $m$. The proof also works with the graph distance $d_G(i,j)$, the smallest number of steps from $i$ to $j$ through nonzero off-diagonal entries of $A$. An entry of $A^k$ is a sum over walks of $k$ steps, where a diagonal entry counts as a step in place. It vanishes for $k<d_G$. Taking $n=d_G-1$ in (4) gives $|(A^{-1})_{ij}|\le C_0q^{d_G(i,j)}$ for connected $i\ne j$. If no path connects them, the entry is zero.

## Use in a calculation: a model overlap matrix

Take a chain with unit diagonal, first-neighbour overlap 0.35 and second-neighbour overlap 0.05, so $m=2$. These are dimensionless model parameters. For a vector $v$ with Fourier sum $\hat v(\theta)=\sum_jv_je^{ij\theta}$,

$$v^\dagger Sv=\frac1{2\pi}\int_{-\pi}^{\pi}f(\theta)\,|\hat v(\theta)|^2\,d\theta,\qquad f(\theta)=1+0.7\cos\theta+0.1\cos2\theta.$$

The range of $f$ therefore encloses the spectrum for every chain length. Its derivative is $-\sin\theta\,(0.7+0.4\cos\theta)$, and the bracket is positive. The extremes are $a=f(\pi)=0.4$ and $b=f(0)=1.8$. Hence

$$\kappa=4.5,\quad s=2.1213,\quad q=\frac{1.1213}{3.1213}=0.3592,\quad C_0=\frac{3.1213^2}{3.6}=2.706.$$

Here $1/a=2.5$ is smaller than $C_0$, so $C=C_0$. The guaranteed ratio per site is $\sqrt q=0.599$.

For 60 sites, the largest entry of $S^{-1}$ at each distance compares with the first bound in (2) as follows.

| $\lvert i-j\rvert$ | largest entry | bound |
|---:|---:|---:|
| 1 | 0.475 | 0.972 |
| 2 | 0.105 | 0.972 |
| 4 | $1.26\times10^{-3}$ | 0.349 |
| 8 | $7.68\times10^{-6}$ | 0.0451 |
| 16 | $2.33\times10^{-10}$ | $7.51\times10^{-4}$ |

The actual decay is much faster. There is no contradiction with optimality: the bound uses only $a$, $b$ and $m$, and must also cover the previous example rescaled to this interval. That matrix has diagonal 1.1 and entries $-0.35$ at distance 2. Its inverse falls only by the factor $q$ per two sites, and in a long chain its entries stay at most $10^{-6}$ only from distance 27.

To guarantee entries of at most $\varepsilon=10^{-6}$, find the smallest integer $k$ with $C_0q^k\le\varepsilon$:

$$k=\left\lceil\frac{\ln(C_0/\varepsilon)}{\ln(1/q)}\right\rceil=\left\lceil\frac{14.81}{1.024}\right\rceil=15.$$

The condition $\lceil|i-j|/m\rceil\ge15$ first holds at distance $14\times2+1=29$. In the computed inverses the entries are already at most $10^{-6}$ from distance 11, for both 60 and 240 sites. The bound gives a safe cutoff for this exactly banded model, but a poor estimate of the necessary one. The guarantee does not carry over to real orbitals truncated to the same band. Hydrogen 1s functions 3 bohr apart have overlaps 0.349, 0.047 and 0.0046 with their first three neighbours. Truncation at $m=2$ gives $\|\Delta\|\approx0.01$, and with $a\approx0.39$ for this chain (19) adds about 0.07 to the bound.

An entrywise threshold is not an error in the operator norm. Suppose that all entries of $A^{-1}$ beyond distance $nm$ are dropped. The norm of the Hermitian remainder is at most its largest absolute row sum. Each block of $m$ distances occurs on two sides, so

$$\|\text{dropped part}\|\le2mC_0\sum_{k=n+1}^{\infty}q^k=\frac{2m}{1-q}\,C_0q^{n+1}. \tag{20}$$

The matrix $p_n(A)$ has the same allowed half-bandwidth $nm$ and the smaller guaranteed error $E_n=C_0q^{n+1}$. In the model, $n=3$ gives $E_3=0.0451$, and the computed norm of $S^{-1}-p_3(S)$ for 60 sites is also 0.0451 to three digits. The norm bound is therefore nearly attained, although the individual distant entries are far below theirs. A smaller guarantee does not mean a smaller error. In this model, dropping the entries of $S^{-1}$ beyond distance 6 gives a norm error of only $1.6\times10^{-4}$.

The numerical check checks the approximation error by linear programming and the entry bounds on random complex Hermitian matrices.

## Computed values

```
random matrices tested: 60, size 60
largest off-diagonal actual/bound among them: 0.9115
Overlap model (all numbers dimensionless)
first, second neighbour overlap: 0.35, 0.05; half-bandwidth 2
spectral enclosure a, b: 0.400000, 1.800000
kappa = 4.500000, sqrt(kappa) = 2.121320
q = 0.359246, ratio per site q^(1/m) = 0.599371
C0 = 2.706289, 1/a = 2.500000, C = 2.706289
degree n | E_n formula | minimax by LP | norm of S^-1 - p_n(S), 60 sites
0 | 0.972222 | 0.972222 | 0.971775
1 | 0.349266 | 0.349265 | 0.349261
2 | 0.125472 | 0.125472 | 0.125404
3 | 0.045075 | 0.045075 | 0.045059
4 | 0.016193 | 0.016193 | 0.016192
distance d | largest |S^-1| entry | stair bound | C q^(d/m), 60 sites
0 | 1.3220e+00 | 2.5000e+00 | 2.7063e+00
1 | 4.7493e-01 | 9.7222e-01 | 1.6221e+00
2 | 1.0463e-01 | 9.7222e-01 | 9.7222e-01
3 | 1.2875e-02 | 3.4927e-01 | 5.8272e-01
4 | 1.2648e-03 | 3.4927e-01 | 3.4927e-01
6 | 3.8158e-04 | 1.2547e-01 | 1.2547e-01
8 | 7.6837e-06 | 4.5075e-02 | 4.5075e-02
12 | 5.4438e-08 | 5.8173e-03 | 5.8173e-03
16 | 2.3317e-10 | 7.5077e-04 | 7.5077e-04
threshold 1e-06: guaranteed from distance 29
60 sites: eigenvalues 0.400405 to 1.798551, threshold met from distance 11
240 sites: eigenvalues 0.400026 to 1.799907, threshold met from distance 11
Sharp model: c = 2.5, m = 3, 183 sites, a = 0.5, b = 4.5
kappa = 9.0000, q = 0.500000, C0 = 1.777778
k | central inverse entry at distance k m | C0 q^k | quotient
1 | 3.333333e-01 | 8.888889e-01 | 0.375000
2 | 1.666667e-01 | 4.444444e-01 | 0.375000
5 | 2.083333e-02 | 5.555556e-02 | 0.375000
10 | 6.510417e-04 | 1.736111e-03 | 0.375000
diag(1, 9): largest inverse entry 1.000000, C0 = 0.888889
C0 < 1/a once kappa exceeds (1+sqrt 2)^2 = 5.828427
```
